\section*{Nonradiative capture with unequal vibrational frequencies: overlaps, broadening and the equal-frequency error}

\section{The decision: one vibrational frequency or two}

A capture calculation for a deep centre needs the energy curve of the defect before and after it takes the carrier. Computing the second curve costs another series of constrained geometries. One may be tempted to skip it and give both charge states the same frequency, since the vibrational sum then has a closed form. Whether this is acceptable depends on how far the capture coefficient $C$ moves. In the example below, using the initial frequency for both curves lowers $C$ at 300 K by a factor of 6.5, although the final frequency is only 12.5\% above the initial one.

Take one effective mode with mass-weighted coordinate $Q$, in $\mathrm{amu^{1/2}\,\AA}$. Up to a common constant, the potentials are
\begin{equation}
U_i=E_{\min}+\tfrac12\omega_i^2Q^2,\qquad U_f=\tfrac12\omega_f^2(Q-D)^2 ,
\end{equation}
where $i$ is the defect plus a free carrier at the band edge and $f$ is the defect with the carrier bound. The energy between the lowest vibrational levels is
\begin{equation}
E_0=E_{\min}+\tfrac12\hbar(\omega_i-\omega_f).
\end{equation}
I hold $E_0$, not $E_{\min}$, fixed when frequencies are changed.

Let the electronic states be eigenstates at $Q_0=0$. The constant part of the Hamiltonian then does not couple them, and the leading coupling is $WQ$. With one carrier in volume $V$ the golden rule gives a rate $r$. The carrier density is $1/V$, so $C=gVr$, with $g$ a degeneracy factor:
\begin{equation}
C=gV\frac{2\pi}{\hbar}W^2\sum_{m,n}p_m|\langle m|Q|n\rangle|^2
K_s(E_0+m\hbar\omega_i-n\hbar\omega_f).
\label{rate}
\end{equation}
Here $p_m=(1-e^{-x})e^{-mx}$, $x=\hbar\omega_i/k_BT$, and $K_s$ is an energy delta function of finite width $s$. A normalised free-carrier state makes $W^2\propto1/V$, so $V$ cancels. The formula assumes weak coupling, thermalised vibrations, a neutral centre, and carriers whose kinetic energy is neglected.

The example uses round values: $\hbar\omega_i=40$ meV, $\hbar\omega_f=45$ meV, $D=1.5\ \mathrm{amu^{1/2}\AA}$, $E_0=1.0$ eV, $W=0.05\ \mathrm{eV/(amu^{1/2}\AA)}$, $V=1000\ \mathrm{\AA^3}$, $g=1$ and $s=32$ meV.

\section{The naive scheme and its closed form}

Set both frequencies to $\omega$. The quadratic terms cancel in the difference of the vibrational Hamiltonians $h_i,h_f$, each measured from its own minimum:
\begin{equation}
h_f-h_i=-\omega^2DQ+\tfrac12\omega^2D^2 .
\end{equation}
Take the element between $\langle m|$ and $|n\rangle$, write $S_{mn}=\langle m|n\rangle$ and $p=n-m$, and solve for $Q$:
\begin{equation}
\langle m|Q|n\rangle=\Big(\frac D2-\frac{p\hbar}{\omega D}\Big)S_{mn}
=\frac D2\Big(1-\frac pS\Big)S_{mn},\quad S=\frac{\omega D^2}{2\hbar}.
\label{qelement}
\end{equation}

It remains to find $G_p=\sum_mp_mS_{m,m+p}^2$. Let $a$ and $b=a-\beta$ be the lowering operators of the two oscillators, with $\beta^2=S$. The shift operator $T=e^{\beta(a^\dagger-a)}$ obeys $TaT^\dagger=b$. Hence
\begin{align}
\sum_pG_pe^{ip\theta}
&=\langle e^{-i\theta a^\dagger a}\,T\,e^{i\theta a^\dagger a}\,T^\dagger\rangle\nonumber\\
&=\langle e^{\beta(a^\dagger e^{-i\theta}-ae^{i\theta})}
e^{-\beta(a^\dagger-a)}\rangle .
\end{align}
The commutator of the two exponents is $2iS\sin\theta$, so joining them gives a factor $e^{iS\sin\theta}$. The joined exponent is $za^\dagger-z^*a$ with $|z|^2=2S(1-\cos\theta)$. A thermal oscillator has Gaussian statistics, so the average is $e^{-|z|^2(N+1/2)}$, where $N=1/(e^{\hbar\omega/k_BT}-1)$. Therefore
\begin{equation}
\sum_pG_pe^{ip\theta}=e^{-S(2N+1)+S(N+1)e^{i\theta}+SNe^{-i\theta}} .
\end{equation}
Put $e^{i\theta}=t\sqrt{N/(N+1)}$ and use $e^{y(t+1/t)/2}=\sum_pI_p(y)t^p$:
\begin{equation}
G_p=e^{-S(2N+1)}\Big(\frac{N+1}{N}\Big)^{p/2}I_p\big(2S\sqrt{N(N+1)}\big).
\label{bessel}
\end{equation}

With 45 meV for both curves, $S=12.1$. At 300 K the line $p=22$ has weight $(D^2/4)(1-p/S)^2G_p=2.46\times10^{-3}\ \mathrm{amu\,\AA^2}$. Division by the spacing 0.045 eV gives a density of 0.055 $\mathrm{amu\,\AA^2/eV}$. The prefactor $2\pi VW^2/\hbar$ is $2.39\times10^{-8}$ in the matching units, so $C\approx1.3\times10^{-9}\ \mathrm{cm^3/s}$. This is at 0.99 eV; at $E_0=1.0$ eV the value is $1.2\times10^{-9}$.

\section{What the naive scheme gets wrong}

The delta function can be written as a time integral over $e^{ih_it/\hbar}$ and $e^{-ih_ft/\hbar}$. When $k_BT$ is large compared with the quanta, short times dominate this integral. Neglecting commutators of kinetic energy with $Q$ leaves
\begin{align}
C_{\rm cl}&=gV\frac{2\pi}{\hbar}W^2\int P(Q)\,Q^2\,\delta(U_i-U_f)\,dQ\nonumber\\
&=gV\frac{2\pi}{\hbar}W^2\sum_{Q_x}
\frac{Q_x^2\,P(Q_x)}{|\omega_i^2Q_x-\omega_f^2(Q_x-D)|},
\label{classical}
\end{align}
with $P(Q)=\omega_i(2\pi k_BT)^{-1/2}e^{-\omega_i^2Q^2/2k_BT}$. The crossings solve
\begin{equation}
\tfrac12(\omega_i^2-\omega_f^2)Q_x^2+\omega_f^2DQ_x+E_{\min}-\tfrac12\omega_f^2D^2=0 .
\label{cross}
\end{equation}
For equal frequencies the first term vanishes. Thus the frequency affects the barrier $B=\frac12\omega_i^2Q_x^2$, the squared coupling coordinate, the slope difference and the width of $P$. For the nearest crossing:

\begin{center}
\begin{tabular}{lcc}
quanta (meV) & $Q_x$ ($\mathrm{amu^{1/2}\AA}$) & $B$ (meV)\\
40, 45 & $-0.604$ & 69.8\\
40, 40 & $-0.992$ & 188.2\\
42.5, 42.5 & $-0.793$ & 135.8\\
45, 45 & $-0.626$ & 95.0
\end{tabular}
\end{center}

Between the first two rows only the final quantum changes, by 5 meV, yet the barrier rises by 118 meV. The lower final frequency reduces $U_f$ at every $Q$ in proportion to $\omega_f^2$, so the final curve meets the initial one further out. The factor $Q_x^2$ acts the other way: a crossing further out has a higher barrier but a stronger linear coupling. This competition alone does not fix the sign of the error. With the initial, mean or final frequency, every ratio in the tables and scans below is less than one, but for $\hbar\omega_f=55$ meV at 300 K, with the other parameters unchanged, the mean frequency makes $C$ too large by a factor of 2.3.

Equation (\ref{classical}) cannot replace the quantum sum at ordinary temperatures. For the unequal pair, quantum over classical $C$ is 0.998 at 2000 K but 1.50 at 300 K. Much of the discrepancy at 300 K comes from the classical width of $P(Q)$. Giving $Q$ its quantum thermal variance $(\hbar/2\omega_i)\coth(\hbar\omega_i/2k_BT)$ lowers the ratio to 1.06 at 300 K, but it is still 1.34 at 100 K, and 2.06 at 300 K when both quanta are 40 meV. Overlaps for unequal frequencies avoid this uneven error.

\section{First repair: ladder recursions}

Write $Q$ and its momentum in terms of $a,a^\dagger$ and insert them in the lowering operator of the final oscillator. With $r=\sqrt{\omega_f/\omega_i}$ the position part contributes $\frac r2(a+a^\dagger)$ and the momentum part $\frac1{2r}(a-a^\dagger)$, so
\begin{equation}
b=ca+\sigma a^\dagger-\beta,\quad
c=\frac{\omega_f+\omega_i}{2\sqrt{\omega_i\omega_f}},\quad
\sigma=\frac{\omega_f-\omega_i}{2\sqrt{\omega_i\omega_f}},
\end{equation}
with $\beta=D\sqrt{\omega_f/2\hbar}$. The element $\langle m|b|n\rangle$ can be evaluated by acting to the right or to the left. Equating the two gives
\begin{equation}
c\sqrt{m+1}\,S_{m+1,n}=\sqrt n\,S_{m,n-1}-\sigma\sqrt m\,S_{m-1,n}+\beta S_{mn}.
\label{down}
\end{equation}
The same with $b^\dagger=ca^\dagger+\sigma a-\beta$ gives
\begin{equation}
\sqrt{n+1}\,S_{m,n+1}=c\sqrt m\,S_{m-1,n}+\sigma\sqrt{m+1}\,S_{m+1,n}-\beta S_{mn}.
\end{equation}
Eliminate $S_{m+1,n}$ with (\ref{down}). The coefficient of $S_{m-1,n}$ becomes $\sqrt m\,(c-\sigma^2/c)=\sqrt m/c$, because $c^2-\sigma^2=1$:
\begin{equation}
\sqrt{n+1}\,S_{m,n+1}=\frac{\sqrt m}{c}S_{m-1,n}
+\frac{\sigma\sqrt n}{c}S_{m,n-1}-\beta\Big(1-\frac\sigma c\Big)S_{mn}.
\label{up}
\end{equation}

The starting value is a Gaussian integral. Completing the square in the product of the two ground states leaves the exponent $-\omega_i\omega_fD^2/[2\hbar(\omega_i+\omega_f)]$. The remaining integral and the normalisations give $[2\sqrt{\omega_i\omega_f}/(\omega_i+\omega_f)]^{1/2}=c^{-1/2}$. Thus
\begin{equation}
S_{00}=c^{-1/2}\exp\Big[-\frac{\omega_i\omega_fD^2}{2\hbar(\omega_i+\omega_f)}\Big],
\end{equation}
which is $3.35\times10^{-3}$ here. Equation (\ref{down}) at $n=0$ starts each row, and (\ref{up}) fills it.

In the row $m=0$, for $D>0$ and $\omega_f\ge\omega_i$, put $S_{0n}=(-1)^nu_n$. Both terms of the recursion for $u_{n+1}$ are then positive, so nothing cancels and relative accuracy survives. The overlap $S_{0,140}=6.2\times10^{-37}$ comes out in double precision with a relative error of $7\times10^{-16}$.

Higher rows are different. For equal frequencies, (\ref{up}) is multiplication by $b^\dagger/\sqrt{n+1}$. Suppose rounding in column $n$ has a component along the final state $|n'\rangle$. After $k$ steps that component is multiplied by
\begin{equation}
\sqrt{\frac{(n'+k)!\,n!}{n'!\,(n+k)!}},
\end{equation}
which grows with $k$ when $n'>n$. The true column keeps unit norm, so the error gains on it. The unequal pair shows similar growth. Against a 60-digit evaluation, the largest absolute error for $n\le140$ is $4\times10^{-12}$ in row 10, $3\times10^{-9}$ in row 20 and $3\times10^{-4}$ in row 40. Boltzmann weights suppress high rows in a cold sample, but this protection weakens as the temperature rises. In this example the double-precision ladder still gives $C$ to a relative $10^{-10}$ or better at 300 and 800 K; at 2000 K, where levels up to $30k_BT$ include rows beyond 100, it fails completely.

\section{Second repair: recursion at fixed position}

The instability comes from recurring on the overlaps themselves. One can instead recur on the wavefunctions and integrate afterwards. For either oscillator let $\xi$ be the distance from its minimum in units of $\sqrt{\hbar/\omega}$. Since $\xi$ is the sum of raising and lowering operators divided by $\sqrt2$,
\begin{equation}
h_{n+1}(\xi)=\sqrt{\frac2{n+1}}\,\xi h_n(\xi)-\sqrt{\frac n{n+1}}\,h_{n-1}(\xi),
\label{hermite}
\end{equation}
starting from $h_0=\pi^{-1/4}e^{-\xi^2/2}$ and $h_1=\sqrt2\,\xi h_0$. The wavefunction normalised in $Q$ is $(\omega/\hbar)^{1/4}h_n(\xi)$. At a point between the turning points both solutions of this recursion oscillate. Outside them the wanted solution is the one that grows with $n$, so rounding errors do not overtake it.

The elements $\langle m|Q|n\rangle$ are sums over a uniform grid, here 2001 points from $-8.5$ to $10\ \mathrm{amu^{1/2}\AA}$. The integrand is smooth and negligible at both ends, which suits the uniform sum. For $m\le60$ and $n\le140$ the largest absolute overlap error is $9\times10^{-15}$.

The price is relative accuracy. The sum cannot resolve an overlap below rounding, and $S_{0,140}$ is lost completely. This does no harm here, because energy conservation selects overlaps such as $S_{0,22}=0.068$. For a case dominated by tiny overlaps, the ladder should be used in its low rows, or in extended precision. The rates below use the grid, with initial levels up to about $30k_BT$. Raising this to $45k_BT$ and using 3001 points changes $C$ at 300 K by a relative $2\times10^{-13}$.

\section{Broadening without adding a second error}

One mode gives discrete lines, whereas the crystal gives a continuous spectrum. A Gaussian $G_s$ that is too narrow leaves ripple; one that is too wide mixes in lines of different strength. Let lines of spacing $h$ have a smooth envelope $f(E)$. Poisson summation gives
\begin{equation}
h\sum_pf(ph)G_s(E-ph)=\sum_j\int f(x)G_s(E-x)e^{2\pi ijx/h}dx .
\end{equation}
For $f\propto e^{\kappa x}$ the integral is $e^{qE+q^2s^2/2}$ with $q=\kappa+2\pi ij/h$. Relative to $j=0$, the terms $j=\pm1$ have modulus $e^{-2\pi^2s^2/h^2}$ each. The leading ripple amplitude is therefore
\begin{equation}
R=2e^{-2\pi^2s^2/h^2}.
\end{equation}
At $s=0.4h$ this is 8.5\%. Scanning $E_0$ over one spacing, with both quanta at 45 meV, gives 8.8\%.

The term $j=0$ is the bias. Around the target energy let $\ln f$ have slope $\kappa$ and second derivative $-\gamma$. Completing the square in the Gaussian integral gives
\begin{equation}
\ln\frac{f_s}{f}=\frac{\kappa^2s^2}{2(1+\gamma s^2)}-\frac12\ln(1+\gamma s^2).
\end{equation}
To remove the part of order $s^2$, use
\begin{equation}
K_s(x)=G_s(x)\Big(\frac32-\frac{x^2}{2s^2}\Big).
\end{equation}
Its integral is $\frac32-\frac12=1$, and its second moment is $\frac32s^2-\frac{3s^4}{2s^2}=0$. The Fourier transform is that of $G_s$ times $1+k^2s^2/2$, so on a flat envelope the ripple is $2(1+u)e^{-u}$ with $u=2\pi^2s^2/h^2$. For $s=32$ meV and $h=45$ meV this is 0.10\%. With unequal frequencies each initial level has its own comb of spacing $\hbar\omega_f$, and the estimate holds where the line strengths vary smoothly with $n$.

The correction matters on steep envelopes. With $D=1.0\ \mathrm{amu^{1/2}\AA}$ and both quanta at 45 meV, the plain Gaussian overestimates the Bessel envelope by 36\% at 300 K; the corrected kernel is 5\% low. At $D=1.5$ and 300 K the corrected result lies within 0.2\% of the envelope; at 100 K, with both quanta at 40 meV, it is 0.5\% low. Since $K_s$ is negative for $|x|>\sqrt3\,s$, it should not be used where the spectrum changes strongly within $s$.

\section{The equal-frequency error}

The table gives $C$ for the 40 and 45 meV pair, and the ratio $C_{\rm eq}/C$ when both quanta are set to the value shown. $D$, $E_0$, $W$, $V$ and $s$ are fixed.

\begin{center}
\begin{tabular}{ccccc}
$T$ (K) & $C$ ($\mathrm{cm^3/s}$) & 40 & 42.5 & 45 meV\\
100 & $8.3\times10^{-10}$ & 0.065 & 0.28 & 0.74\\
300 & $1.71\times10^{-9}$ & 0.15 & 0.39 & 0.71\\
500 & $2.80\times10^{-9}$ & 0.35 & 0.60 & 0.80\\
800 & $3.80\times10^{-9}$ & 0.73 & 0.89 & 0.92
\end{tabular}
\end{center}

At 100 K, 99\% of the centres are in $m=0$. Excited levels have larger elements, so the population alone does not show that they are unimportant. For 40 meV in both curves, however, (\ref{bessel}) at $p=25$ is only 8\% above its zero-temperature value $e^{-S}S^p/p!$. For the 40 and 45 meV pair the thermal increase of $C$ is 4\%. The small ratio at 100 K in the 40 meV column therefore reflects mainly penetration into the barrier, not thermal activation.

The 800 K entry for the mean frequency can be taken apart with (\ref{classical}). The barrier difference is 66.0 meV and $k_BT=68.9$ meV, giving $e^{-0.957}=0.384$. The coupling factor is $(0.793/0.604)^2=1.72$. The normalisation of $P$ contributes $42.5/40=1.06$, and the inverse slopes contribute $0.788/0.648=1.22$. The product is 0.85; the quantum ratio is 0.89. Much of the barrier error is cancelled by the stronger coupling at the displaced crossing. At 300 K the same factors give $0.078\times2.23=0.17$, against 0.39 in the quantum sum. The classical formula identifies the competing effects but exaggerates the error there.

A larger frequency mismatch need not mean a larger error. With $\hbar\omega_i=40$ meV at 300 K, the mean-frequency ratio is 0.69, 0.53, 0.39 and 0.63 for $\hbar\omega_f=41$, 42, 45 and 50 meV. Equation (\ref{cross}) accounts for the turn. At 50 meV the true crossing is at $-0.355\ \mathrm{amu^{1/2}\AA}$, with a barrier of 24 meV. The mean-frequency barrier is 95 meV, so the difference, 71 meV, is close to the 66 meV found before. The coupling factor, however, rises from 1.72 to $(0.626/0.355)^2=3.1$. The true crossing has moved towards $Q=0$, where linear coupling vanishes.

Of the three single choices compared here, the final frequency comes closest to the full result in every case. It sets the relaxation energy correctly, but still leaves $C$ 29\% low in the main example at 300 K. This ranking belongs to these parameters and is not a general rule. A common quantum of 48 meV would come within about 1\% at 300 K, but would make $C$ 44\% too high at 100 K. Such a value is a fit to one temperature, not a substitute for the second curve.

\section{Setting the result beside a real centre}

The vibrational parameters describe no identified defect. For the carrier I take rough values for AlN: a dielectric constant of about 9 and an electron mass of about $0.3m_e$. The thermal speed at 300 K is then $2.0\times10^7$ cm/s, and $C$ corresponds to a cross section of $8.7\times10^{-17}\ \mathrm{cm^2}$. The absolute value is proportional to the chosen $W^2V$. Real centres may be charged, which breaks a central assumption. Multiplying by the Coulomb density at the centre, averaged over a Maxwell distribution, changes $C$ at 300 K by a factor of 9.9 for single attraction and 0.011 for single repulsion.

Other omissions can be sized at 300 K. Raising or lowering $E_0$ by 50 meV multiplies $C$ by 0.77 or 1.22. The mean carrier kinetic energy, $\frac32k_BT=39$ meV, is of similar size. For anharmonicity, replace $U_f$ by $\frac12\omega_f^2y^2(1-\alpha y+\frac7{12}\alpha^2y^2)$, with $y=Q-D$, and diagonalise it in 120 harmonic states at fixed $E_0$. For $\alpha=\pm0.05\ (\mathrm{amu^{1/2}\AA})^{-1}$ the final energy at the old crossing changes by $+11\%$ or $-10\%$, and $C$ by factors of 1.17 or 0.59. Thermal re-emission, estimated as $CN_ce^{-E_0/k_BT}$ with $N_c$ the effective band density of states and with the ratios of electronic degeneracies and of vibrational partition functions (the latter 1.09 at 800 K) set to one, is about $10^{-7}\ \mathrm{s^{-1}}$ at 300 K and $3\times10^4\ \mathrm{s^{-1}}$ at 800 K. At 800 K it equals the capture rate for an electron density near $9\times10^{12}\ \mathrm{cm^{-3}}$.

In this example, at 300 K, the origin of the linear coupling matters at least about as much as the frequency mismatch, and the two are not independent: with the origin at the final minimum the ratios $C_{\rm eq}/C$ for the initial, mean and final frequency become 0.080, 0.27 and 0.68. Moving it to the final minimum at unchanged $W$ multiplies $C$ by 12.1, close to the classical estimate $(2.104/0.604)^2=12.1$. In a real calculation $W$ must be computed at the same geometry as the chosen origin, and would change with it. The second frequency is worth computing once that choice is consistent and $E_0$ is known to some tens of meV. For this example, replacing it by the initial frequency would then be the larger error. Using the final frequency for both curves costs only 29\% at 300 K, comparable to the 50 meV shift of $E_0$ and smaller than the anharmonic factor 0.59 found above.
